# Peltier cooling against Joule heating in a tunnel junction

## Question

I'm working on a problem about a magnetic tunnel junction whose Seebeck coefficient has magnitude 50 µV/K at 300 K. I have to show that Peltier cooling of one electrode beats that electrode's half share of the Joule heat only when the bias is below 30 mV.

I know that the Peltier coefficient is \(\Pi=ST\), which gives 15 mV. When I set the Peltier heat \(\Pi I\) equal to the Joule heat \(IV\), I get 15 mV and not 30 mV. The missing factor of two must come from the "half share", but I don't see why the heat should divide equally. An electron that tunnels elastically loses no energy inside the barrier, so where is the Joule heat released at all? And can I trust a constant Peltier coefficient when the bias energy is about as large as \(kT\)?

## Answer

Your 15 mV answers a different question: it is the bias at which the Peltier heat equals the Joule heat of the whole junction. For one electrode you need the heat balance of that electrode alone. I'll do this first with the half share taken as given, and then derive the half share from the tunnelling electrons.

### The balance of one electrode

Let \(V\), \(I\) and \(S\) be positive magnitudes, with \(I=V/R\). The assumptions are:

- Both electrodes are at the same temperature \(T\), so no heat is conducted between them.
- All the resistance \(R\) is in the barrier.
- \(S\) is measured relative to the electrode metal, and the leads are of that same metal, so the outer contacts add no Peltier heat.
- The current runs in the direction that cools the electrode we are watching.

The last assumption matters because a Seebeck magnitude doesn't tell you which electrode cools. For one current direction it is the left one, for the other it is the right one.

The current draws Peltier heat from the chosen electrode at the rate \(\Pi I=STI\). The junction dissipates \(IV\), of which \(IV/2\) is released in this electrode. The net rate at which heat is drawn from it is therefore

\[
Q=STI-\tfrac12 IV=I\left(ST-\frac V2\right).
\]

Since \(I>0\), the sign of \(Q\) is the sign of the bracket:

\[
Q>0\quad\Longleftrightarrow\quad \frac V2<ST\quad\Longleftrightarrow\quad V<2ST .
\]

With the numbers,

\[
ST=(50\ \mu\text{V/K})(300\ \text{K})=15\ \text{mV},\qquad 2ST=30\ \text{mV}.
\]

At 30 mV the two heats cancel, and above it the electrode is heated. The resistance has dropped out, because both heats are proportional to the current.

The other electrode receives the Peltier heat as well as its own half of the Joule heat, \(I(ST+V/2)\). Subtracting what the first electrode loses gives the total heating:

\[
I\left(ST+\frac V2\right)-I\left(ST-\frac V2\right)=IV .
\]

Peltier heat is moved from one side to the other, and only the electrical power \(IV\) is added. If you reverse the current, the electrodes exchange roles, and the one you were cooling is heated at every bias.

### Where the Joule heat is released

You are right that an elastic electron loses nothing in the barrier. The heat appears in the electrodes, when they return to equilibrium after the electron has left one and entered the other.

Measure the electron energy \(E\) from the midpoint between the two Fermi levels. Put the left level at \(+eV/2\) and the right level at \(-eV/2\), with \(e>0\), so that electrons flow from left to right. Suppose that the transmission \(\tau(E)\) rises with energy. Then the electrons that cross are on average hotter than the midpoint, and the left electrode is the one that can cool. If \(\tau\) falls with energy, the same argument holds for the empty states, and the right electrode cools.

When an electron of energy \(E\) leaves the left electrode, the lead replaces it at the Fermi level \(eV/2\). The left electrode thus loses the heat \(E-eV/2\). On the right, the electron arrives with \(E\), and an electron leaves into the lead at \(-eV/2\), so the heat gained is \(E+eV/2\). The difference between gain and loss is \(eV\), the electrical work per electron.

Now average over the tunnelling current. With Fermi functions \(f_L\) and \(f_R\), the number of electrons crossing per second is

\[
N=C\int\tau(E)\,(f_L-f_R)\,dE ,
\]

where \(C\) is a constant. Let \(\langle E\rangle\) be the mean of \(E\) with the weight \(\tau(f_L-f_R)\), and define \(\Pi(V)=\langle E\rangle/e\). Since \(I=eN\), the heat drawn from the left electrode is

\[
Q=N\left(\langle E\rangle-\frac{eV}{2}\right)=I\left[\Pi(V)-\frac V2\right].
\]

The term \(V/2\) appears because each Fermi level lies \(eV/2\) away from the midpoint. It is the electrode's share of the Joule heat as long as \(\Pi(V)\) can be replaced by the constant \(ST\), and that has to be justified. A part of \(\Pi(V)\) proportional to \(V\) would make the division unequal.

### Why \(\Pi=ST\) at small bias

At equal temperatures and small \(V\), the difference of the Fermi functions is

\[
f_L-f_R\approx eV\left(-\frac{\partial f}{\partial E}\right).
\]

The factor \(eV\) cancels in the mean, so

\[
e\,\Pi(0)=\langle E\rangle_0=\frac{\int E\,\tau\,(-\partial f/\partial E)\,dE}{\int \tau\,(-\partial f/\partial E)\,dE}.
\]

The Seebeck coefficient is defined by another experiment. Make the left electrode warmer by a small \(\Delta T\), and let no current flow. The Fermi function depends on energy and temperature through \((E-\mu)/kT\), where \(\mu\) is the Fermi level, so \(\partial f/\partial T=(-\partial f/\partial E)(E-\mu)/T\). To first order, with \(\mu_L-\mu_R\) the difference of the Fermi levels,

\[
f_L-f_R\approx\left(-\frac{\partial f}{\partial E}\right)\left[(\mu_L-\mu_R)+\frac{E\,\Delta T}{T}\right].
\]

Multiply by \(\tau\), integrate, and set the current to zero:

\[
(\mu_L-\mu_R)+\frac{\Delta T}{T}\langle E\rangle_0=0
\quad\Longrightarrow\quad
S=\frac{|\mu_L-\mu_R|}{e\,\Delta T}=\frac{\langle E\rangle_0}{eT}.
\]

The same average appears in both experiments, hence \(\Pi(0)=ST\). For your junction, the electrons carry 15 meV of heat each on average.

### Does this survive a bias of 30 mV?

At 300 K, \(kT=25.85\) meV, so at the threshold \(eV/kT=1.16\). That isn't small, and your doubt is justified. The correction can be worked out for a transmission that is linear over the energies that matter,

\[
\tau(E)=\tau_0(1+aE).
\]

Write \(u=eV\). The difference \(f_L-f_R\) is a sum of thermal peaks \(-\partial f/\partial E\) centred at all levels \(\mu\) between \(-u/2\) and \(u/2\). Each peak has unit area, is symmetric about \(\mu\), and has mean square width \(\pi^2(kT)^2/3\). Therefore

\[
\int(f_L-f_R)\,dE=\int_{-u/2}^{u/2}d\mu=u,
\qquad
\int E\,(f_L-f_R)\,dE=\int_{-u/2}^{u/2}\mu\,d\mu=0,
\]

\[
\int E^2(f_L-f_R)\,dE=\int_{-u/2}^{u/2}\left[\mu^2+\frac{\pi^2(kT)^2}{3}\right]d\mu
=\frac{u^3}{12}+\frac{\pi^2(kT)^2}{3}\,u .
\]

In the particle flow, the term with \(a\) vanishes and leaves \(\tau_0u\), so the junction is ohmic in this model. In the energy flow, only the term with \(a\) survives. Their ratio is

\[
e\,\Pi(V)=a\left[\frac{\pi^2(kT)^2}{3}+\frac{(eV)^2}{12}\right]
=eST\left[1+\frac{(eV)^2}{4\pi^2(kT)^2}\right].
\]

The last step uses \(eST=a\pi^2(kT)^2/3\), which is the value at \(V\to0\). The correction is quadratic in the bias and is divided by \(4\pi^2\approx39\). This is why \(eV\approx kT\) does so little harm: at 30 mV the correction is \(1.16^2/39\approx0.034\), or about 3%.

The quadratic start doesn't depend on the linear form. If \(\tau\) is a fixed function of energy measured from the midpoint, reversing \(V\) exchanges \(f_L\) and \(f_R\). The particle flow and the energy flow both change sign, and their ratio \(\Pi(V)\) stays the same. It is an even function of \(V\).

The corrected threshold solves \(V=2\Pi(V)\). I evaluated the energy integrals numerically for two transmissions that stay positive at all energies, \(1+\tanh(aE)\) and \(\exp(aE)\), with \(a\) adjusted in each case to give \(S=50\) µV/K. The thresholds are 31.03 mV and 31.08 mV. The simple rule is thus about 1 mV too low for these symmetric models.

Putting \(V=2ST\) into the correction gives its relative size in terms of \(S\) alone:

\[
\frac{(2eST)^2}{4\pi^2(kT)^2}=\left(\frac{eS}{\pi k}\right)^2 .
\]

The rule \(V<2ST\) is therefore good when \(S\) is well below \(\pi k/e\), about 270 µV/K. Halving \(S\) should cut the relative error about fourfold. For the exponential transmission, the integrals give a factor of 4.15.

### A skewed barrier

The bias also tilts the barrier, and in an asymmetric junction the transmission need not stay fixed to the midpoint. Suppose that it moves by a fraction \(\lambda\) of the bias energy, \(\tau=\tau_0[1+a(E-\lambda eV)]\). The integrals above then give a particle flow \(\tau_0u(1-a\lambda u)\), while the energy flow is unchanged, because the added constant multiplies \(\int E(f_L-f_R)\,dE=0\). To first order in \(V\),

\[
\Pi(V)\approx ST\,(1+a\lambda eV).
\]

In this linear model, the error starts at first order in the bias. For \(\lambda=+\tfrac12\), the transmission follows the Fermi level of the cooled electrode, and the threshold rises. For \(\lambda=-\tfrac12\), it follows the other level, and the threshold falls. With the tanh transmission, the numerical thresholds are 35.3 mV and 27.8 mV. Both the size and the direction of these shifts depend on the shape of \(\tau(E)\) as well as on the skew. For \(\tau=\tau_0\exp[a(E-\lambda eV)]\), the bias only multiplies the transmission by the constant \(\exp(-a\lambda eV)\). That constant cancels in \(\langle E\rangle\), so the threshold stays at 31.08 mV for every \(\lambda\). Tunnelling well below the top of a smooth barrier is close to this exponential case, and asymmetry alone then moves the threshold very little. A magnetic junction need not be in this case. A spin-independent barrier can't make \(S\) depend on the magnetic state, so part of the energy dependence comes from the spin-dependent bands of the electrodes, and these move with their own Fermi levels. A shift of several millivolts can arise when the transmission departs clearly from an exponential within a few \(kT\) of the Fermi levels, as the tanh form does, or when the bias changes the slope of its logarithm. For an exponential transmission, \(\Pi\) is roughly proportional to that slope, so a change of 10% at the threshold already matters: it moves the threshold by 3 to 4 mV.

### The best bias

Put \(I=V/R\) into the balance and complete the square:

\[
Q=\frac1R\left(STV-\frac{V^2}{2}\right)
=\frac{1}{2R}\left[(ST)^2-(V-ST)^2\right].
\]

The cooling is greatest at \(V=ST\), half the threshold, where \(Q_{\max}=(ST)^2/2R\). Your 15 mV is therefore the bias of strongest cooling.

Take a resistance-area product of 10 Ω µm² and an area of 0.01 µm², so that \(R=1000\ \Omega\). Then

\[
Q_{\max}=\frac{(15\ \text{mV})^2}{2(1000\ \Omega)}=112.5\ \text{nW}.
\]

The current is 15 µA and the electrical power is 225 nW, twice the cooling. The energy integrals with the symmetric tanh transmission put the optimum at 15.38 mV and the peak at 114.4 nW.

### Switching from cooling to heating

In a magnetic junction, both \(S\) and \(R\) depend on whether the two magnetizations are parallel or antiparallel. Let the values so far belong to the parallel state. For the antiparallel state, take \(S=30\) µV/K and \(R=2000\ \Omega\) as model values, and assume that the Seebeck coefficient keeps its sign, so that the same current direction still draws Peltier heat from the same electrode. Its Peltier coefficient is 9 mV and its threshold is 18 mV. A bias of 24 mV lies between the two thresholds. Holding that bias and the current direction fixed, we get

\[
Q_P=(24\ \mu\text{A})(15-12)\ \text{mV}=360\ \text{nW}-288\ \text{nW}=72\ \text{nW},
\]

\[
Q_{AP}=(12\ \mu\text{A})(9-12)\ \text{mV}=108\ \text{nW}-144\ \text{nW}=-36\ \text{nW}.
\]

In this model, reversing one magnetization turns net cooling of the electrode into net heating. The symmetric energy integrals give 79.4 nW and −33.7 nW, so the signs hold. Both values lie above the simple ones because \(\Pi(V)\) grows slightly with bias.

### When the electrodes are not at equal temperature

The cooled electrode soon becomes colder than the other one, and heat leaks back. Let \(K\) be the thermal conductance of the barrier and \(\delta\) the temperature difference. Neglecting the tiny thermovoltage \(S\delta\) and any heat that enters through the electrode's own lead, net cooling now requires \(Q>K\delta\). With the completed square, this becomes

\[
(V-ST)^2<(ST)^2-2RK\delta .
\]

Cooling is now confined to a window around \(V=ST\), with a lower edge as well as an upper one. The window closes when \(K\delta=Q_{\max}\). For a rough barrier conductance of 500 MW/(m² K), this happens at \(\delta=0.0225\) K. At half that difference, the constant-\(\Pi\) formula puts the edges at \(15(1\pm\sqrt{1/2})\) mV, or about 4.4 and 25.6 mV. The 30 mV limit therefore describes the heat balance at equal temperatures. It does not promise a noticeably cold electrode, and heat from a warm lead makes the attainable temperature difference smaller still.

### Compared with real junctions

The numbers are in the rough range of CoFeB/MgO junctions, where Seebeck magnitudes of tens of µV/K are typical. The assumption of equal temperatures fails as soon as the electrode cools, with the effect just found. The leads are also usually of another metal. If the electrode metal has a Seebeck coefficient of roughly 10 µV/K relative to its lead, the outer contact shifts the threshold for the electrode as a whole by about 6 mV, up or down according to sign. Breakdown is no concern, since 30 mV is far below a breakdown voltage near 1 V. Across a 1.5 nm barrier the fields are 0.20 and roughly 6.7 MV/cm. A resistance-area product of 10 Ω µm² usually goes with a thinner MgO barrier of about 1 nm, where they are 0.30 and roughly 10 MV/cm. Tunnelling that excites magnons or phonons is left out here, and I haven't estimated its effect. Memory cells are written at biases of several hundred millivolts. With constant \(\Pi\), the ratio of Peltier heat to half the Joule heat is \(2ST/V\), one tenth at 300 mV. At that bias \(eV\approx12\,kT\) and \(\Pi\) is no longer constant: for the symmetric tanh and exponential transmissions the ratio \(2\Pi(V)/V\) is about 0.4, and with the skewed tanh form it lies between 0.1 and 0.65. It stays below one in all these models, so the electrode is heated whichever way the current runs.

The main numerical results are collected in the output below. The remaining values follow from the formulas in the text.

## Computed results

```
Temperature: 300 K; thermal energy kT: 25.85 meV
Seebeck magnitude, P: 50 uV/K; AP: 30 uV/K
Peltier coefficient ST, P: 15.0 mV; AP: 9.0 mV
Threshold 2ST, P: 30.0 mV; AP: 18.0 mV
Threshold energy eV over kT, P: 1.16
Resistance-area product, P: 10 ohm um^2; area: 0.01 um^2
Resistance, P: 1000 ohm; AP: 2000 ohm
Optimum bias, formula: 15.0 mV; integrals: 15.38 mV
Peak cooling, formula: 112.5 nW; integrals: 114.4 nW
Test bias: 24 mV
Current at test bias, P: 24 uA; AP: 12 uA
Peltier heat drawn, P: 360 nW; AP: 108 nW
Half Joule heat, P: 288 nW; AP: 144 nW
Net heat drawn, formula, P: 72 nW; AP: -36 nW
Net heat drawn, integrals, P: 79.4 nW; AP: -33.7 nW
Peltier coefficient from integrals at 0.1 mV, P: 15.0000 mV
Peltier error ratio, 8 mV over 4 mV, symmetric: 4.00
Peltier error ratio, 8 mV over 4 mV, skewed: 2.08
Integral threshold, symmetric, P: 31.03 mV; AP: 18.22 mV
Integral threshold, skewed either way, P: 27.8 and 35.3 mV
Integral threshold, exponential transmission, P: 31.08 mV
Fall of relative threshold error when S is halved: 4.15 times
Rough barrier thermal conductance: 500 MW/(m^2 K)
Temperature difference cancelling peak cooling: 0.0225 K
Rough Seebeck magnitude of electrode metal against lead: 10 uV/K
Threshold shift if that were left out: 6.0 mV
Barrier thickness: 1.5 nm; field at threshold: 0.20 MV/cm
Rough breakdown voltage: 1 V; breakdown field: 6.7 MV/cm
```
